# The BET Water Isotherm and Its Divergence at Saturation Pressure, part 2

Water adsorbs from vapour at temperature \(T\) and pressure \(p\) on equivalent surface sites. Site \(s\) carries a stack of \(n_s=0,1,2,\ldots\) molecules, with no upper limit, and stacks do not affect one another. First-layer and higher molecules have partition functions \(q_1\) and \(q_L\), and \(c=q_1/q_L\). A bare site has weight 1, a stack of \(n\ge1\) molecules weight \(cx^n\).

Here \(x=g\,p/p_0\) and \(g=q_L\,e^{\mu_{\rm liq}/kT}\), where \(p_0\) is the saturation pressure and \(\mu_{\rm liq}\) the chemical potential of bulk liquid; \(\mu\) is that of the vapour. The fourth assumption gives upper layers the free energy of the liquid, so \(g=1\) and \(x=p/p_0\) unless stated otherwise. With \(D=1+(c-1)x\), the mean height (the BET isotherm) and bare fraction are

\[
\langle n\rangle=\frac{1}{1-x}-\frac1D=\frac{cx}{(1-x)D},\qquad
\theta_0=\frac{1-x}{D}.
\]

They hold for \(x<1\); the mean diverges as \(x\to1\), with \(\langle n\rangle\simeq1/(1-x)-1/c\).

The example is hydroxylated SiO2 in water vapour, as in the water dose of atomic layer deposition. The rough inputs are \(T=300\) K (\(kT=0.02585\) eV), \(p_0=27\) Torr, site density \(\sigma=5\) per nm\(^2\) and molecular volume \(v=0.030\) nm\(^3\). One molecule per site is equivalent to a liquid layer of height \(h=\sigma v=0.150\) nm. The first molecule is bound by \(\Delta=0.10\) eV more than an upper one, with equal vibrational factors, so \(c=e^{\Delta/kT}=47.85\). The model gives, with means and standard deviations in molecules per site:

| \(p\) (Torr) | \(x\) | mean | standard deviation | thickness (nm) |
|---:|---:|---:|---:|---:|
| 1.00 | 0.037 | 0.67 | 0.52 | 0.10 |
| 13.50 | 0.500 | 1.96 | 1.43 | 0.29 |
| 24.30 | 0.900 | 9.98 | 9.49 | 1.50 |
| 26.73 | 0.990 | 99.98 | 99.50 | 15.00 |

The question now is at what pressure the first layer is complete.

**A.** In this model it is never complete at a pressure below saturation, because \(\theta_0>0\) for \(x<1\). A different question has a sharp answer: when is the mean equal to one molecule per site? Set \(\langle n\rangle=1\):

\[
cx=(1-x)(1-x+cx)=(1-x)^2+cx-cx^2 .
\]

Cancelling \(cx\) leaves \(cx^2=(1-x)^2\). Both \(x\) and \(1-x\) are positive, so the positive root applies:

\[
\sqrt c\,x=1-x,\qquad x_1=\frac{1}{1+\sqrt c}.
\]

Here \(x_1=1/(1+6.917)=0.126\), or 3.4 Torr. At this point \(1-x_1=\sqrt c\,x_1\), so

\[
D=\sqrt c\,x_1+cx_1=\sqrt c\,(1+\sqrt c)\,x_1=\sqrt c,\qquad
\theta_0=\frac{\sqrt c\,x_1}{\sqrt c}=x_1 .
\]

About 13 percent of the sites are still bare, compensated by second and higher molecules elsewhere.

**Q.** Does this isotherm have a knee, a bend where the steep initial rise flattens?

**A.** It does if \(c>2\). Expand both fractions at low pressure, for \(x\ll1\) and \(|c-1|x\ll1\):

\[
\frac1{1-x}=1+x+x^2+\cdots,\qquad
\frac1D=1-(c-1)x+(c-1)^2x^2-\cdots .
\]

Subtract the second from the first. The linear coefficient is \(1+(c-1)=c\), and the quadratic one is \(1-(c-1)^2=c(2-c)\). Thus

\[
\langle n\rangle=cx+c(2-c)x^2+O(x^3).
\]

For \(c>2\) the curve first bends downward as the favourable sites fill, and it must bend upward later because it diverges. For \(c<2\) it bends upward from the start. At \(c=2\) the quadratic term vanishes, and the cubic coefficient \(1+(c-1)^3=2\) gives upward curvature.

The linear term alone would predict \(47.85\times0.0370=1.77\) molecules per site at 1 Torr, against 0.67 from the full formula. In this example 1 Torr is already outside the linear regime.

**Q.** How would I extract \(c\) and the site density from data?

**A.** Let \(\Gamma=\sigma\langle n\rangle\) be the measured number of molecules per area. Rearranging the isotherm gives a straight line in \(x\):

\[
\frac{x}{\Gamma(1-x)}=\frac{D}{\sigma c}
=\frac{1}{\sigma c}+\frac{c-1}{\sigma c}\,x .
\]

The sum of slope and intercept is \(1/\sigma\), and their ratio is \(c-1\). For seven model points between \(x=0.05\) and \(0.35\), the slope is 0.19582 nm\(^2\) and the intercept 0.004179 nm\(^2\). Their sum is 0.2000 nm\(^2\), which returns 5.0 sites per nm\(^2\); their ratio is 46.9, which returns \(c\simeq47.9\).

These points come from the model, so the recovery shows that the rearrangement is right, not that real water obeys it. It also shows which parameter is fragile. The intercept is only 2 percent of the sum. Overestimating it by half at fixed slope lowers \(c-1\) by a third, while \(1/\sigma\) rises by 1 percent.

**Q.** You assumed equal vibrations for strongly and weakly bound molecules. I would expect a stronger bond to be stiffer.

**A.** Then \(c\) is smaller. One harmonic vibration of quantum \(\hbar\omega\) contributes

\[
\sum_{m=0}^{\infty}e^{-(m+1/2)\hbar\omega/kT}
=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}
=\frac{1}{2\sinh(\hbar\omega/2kT)} .
\]

As a model case, let three vibrations have quanta of 0.020 eV in the upper layers and 0.030 eV in the first, with the difference in well depth held at 0.10 eV. Then

\[
c=47.85\left[\frac{\sinh(0.020/2kT)}{\sinh(0.030/2kT)}\right]^3
=47.85\times0.270=12.9 .
\]

The mean coverage at 1 Torr falls from 0.67 to 0.345, but at 13.5 Torr only from 1.96 to 1.86. At low pressure the coverage depends on how many stacks start, and that is where \(c\) acts.

**Q.** And if the upper layers are not quite liquid-like?

**A.** Let them be bound by \(\delta=0.010\) eV less than the liquid, with \(q_1\) unchanged. Then \(g=e^{-0.010/0.02585}=0.679\), and the divergence moves from 27 Torr to \(27/0.679\simeq39.8\) Torr. The ratio \(q_1/q_L\) rises to \(47.85/0.679\simeq70.5\), since \(q_L\) has decreased. At saturation \(x=g\), and

\[
\langle n\rangle=\frac{1}{1-0.679}-\frac{1}{1+69.5\times0.679}\simeq3.1 .
\]

An energy of about \(0.4\,kT\) replaces an infinite coverage by three molecules per site. The divergence is sensitive to the fourth assumption.

**Q.** My main objection is still the independence of the stacks. Water molecules attract their neighbours. What does that do to your numbers?

**A.** It changes them greatly. An estimate follows from charging an energy for exposed side walls. With a rough surface tension \(\gamma=0.45\) eV/nm\(^2\) and site spacing \(a=1/\sqrt{\sigma}=0.447\) nm, a step one layer high and one site long costs

\[
J=\gamma ha=0.45\times0.150\times0.447=0.030\ \text{eV}=1.17\,kT .
\]

Multiply the stack weights by \(e^{-J|n_s-n_t|/kT}\) for every pair of neighbours \(s,t\). I evaluate this on an infinitely long strip, four stacks wide and closed on itself across its width, with heights up to nine.

Let \(a\) and \(b\) now label the sets of four heights in two adjacent rows, and let \(W_a\) be the weight of a row including its internal steps. The strip is built from the symmetric matrix

\[
t_{ab}=\sqrt{W_aW_b}\;e^{-J\sum_i|a_i-b_i|/kT}.
\]

For a long strip, powers of this matrix are dominated by its largest eigenvalue. With normalized eigenvector \(\psi\), the probability of row \(a\) deep inside the strip is \(\psi_a^2\), one factor \(\psi_a\) coming from each side. At \(J=0\) and \(x=0.5\), the calculation was tested against the BET formula for stacks capped at nine molecules and agreed to one part in \(10^9\).

With \(J=1.17\,kT\) the mean is 0.99 at 1 Torr and 1.01 at 13.5 Torr. The independent stacks gave 0.67 and 1.96.

**Q.** So attraction raises one number and lowers the other. That looks inconsistent.

**A.** The limit of very strong cohesion explains the directions. A patch of \(m\) sites then has one common height \(n\), with weight \((cx^n)^m\), or 1 if bare. At 1 Torr \(cx=1.77\), and at 13.5 Torr \(cx=23.9\). Both exceed one, so a complete first layer beats a bare patch. Each further layer multiplies the weight by \(x^m\), which is small. As \(m\) grows, the mean tends to one at both pressures. When \(cx>1\), cohesion suppresses vacancies and towers alike; when \(cx<1\), it favours a bare surface.

I would not take the strip values as predictions. Surface tension is a macroscopic quantity, used here for steps only half a molecular diameter high, and the strip is narrow. The estimate does show that neglected cohesion can change the coverage by a factor of about two at \(x=0.5\).

**Q.** In that rigid limit you would have one layer right up to saturation. Then what makes a thick film?

**A.** In that limit, long-range attraction by the substrate does. Suppose a molecule at distance \(z\) from the surface has energy \(-Hv/(6\pi z^3)\) relative to bulk liquid, with a rough attraction constant \(H=0.06\) eV. Per unit area, a film of thickness \(d\) lacks the attraction that liquid beyond \(d\) would have had:

\[
\int_d^\infty\frac{H}{6\pi z^3}\,dz=\frac{H}{12\pi d^2}.
\]

Taking a molecule from vapour at \(p<p_0\) into the liquid costs \(\mu_{\rm liq}-\mu=-kT\ln x=kT|\ln x|\), and the film holds \(d/v\) molecules per area. For a laterally stiff film, the grand potential per area that depends on thickness is therefore

\[
\Omega(d)=\frac{H}{12\pi d^2}+\frac{d}{v}\,kT|\ln x| .
\]

Its derivative vanishes when \(H/(6\pi d^3)=kT|\ln x|/v\). The second derivative \(H/(2\pi d^4)\) is positive, so this is the minimum:

\[
d=\left(\frac{Hv}{6\pi kT|\ln x|}\right)^{1/3}.
\]

At \(x=0.99\), \(|\ln x|=0.01005\), and

\[
d=\left(\frac{0.06\times0.030}{18.85\times0.02585\times0.01005}\right)^{1/3}
=0.72\ \text{nm}.
\]

BET gives 15 nm. At \(x=0.90\) the two values are 0.33 nm and 1.5 nm. Near saturation \(|\ln x|\simeq1-x\), so the stiff film still diverges at \(p_0\), but as \((1-x)^{-1/3}\) instead of \((1-x)^{-1}\). The continuum treatment is strained for films only one to about two molecular diameters thick, so these thicknesses are rough estimates.

**Q.** You changed two things at once, stiffness and attraction. Which one tames the divergence?

**A.** Put the attraction into independent stacks and leave out the stiffness. The weight becomes \(cx^ne^{S_n}\), where \(S_n\) adds the attraction energies, divided by \(kT\), of levels 2 to \(n\). These fall off as the inverse cube of the level, so \(S_n\) approaches a finite limit \(S_\infty\). Tall stacks have weights close to \(ce^{S_\infty}x^n\). As \(x\to1\) they dominate both \(\sum nw_n\) and \(\sum w_n\), the common factor cancels, and \(\langle n\rangle(1-x)\to1\) as before.

With level \(k\) placed at \(z=(k-\tfrac12)h\), the mean at \(x=0.99\) is 100.6, compared with 99.98 without attraction. Attraction alone leaves the \(1/(1-x)\) law intact. Perfect stiffness alone gives one layer for \(1/c<x<1\). The film thickness derived above combines the two. If steps cost only a finite energy, a film can also thicken slowly near saturation without the long-range attraction, because a thicker film leaves its surface more room to fluctuate. The four-wide strip with \(J=1.17\,kT\) and heights up to thirteen gives means of 1.0, 1.8 and 3.4 at \(x=0.9\), \(0.99\) and \(0.999\). These values still depend on the width (a three-wide strip gives 2.1 and 4.3 at the last two), so they show the trend and not the rate for a two-dimensional surface.

**Q.** Is the ideal-gas assumption comparably bad?

**A.** No. With a second virial coefficient \(B\), the molar volume is \(RT/p+B\) to first order in \(B\). Integrating \(d\mu=(RT/p+B)\,dp\) per mole from \(p_0\) to \(p\) gives

\[
x=\frac{p}{p_0}\exp\!\left[\frac{B(p-p_0)}{RT}\right].
\]

For a rough \(B=-1200\) cm\(^3\)/mol, \(x\) at 13.5 Torr rises by 0.09 percent of its value.

Temperature matters far more. With a constant heat of vaporization \(L=0.45\) eV, \(d\ln p_0/dT=L/(kT^2)=0.45/(0.02585\times300)=0.058\) per kelvin. Hold the vapour at 26.73 Torr and warm the surface by 1 K: \(x\) falls from 0.99 to about 0.93, and the BET mean falls from 100 to about 15.

**Q.** How does this compare with an actual deposition process?

**A.** Take a process whose water dose has a partial pressure of 1 Torr. For a surface at 300 K the model's value is the 1 Torr row. The rows at 13.5 Torr and above describe humid exposure or a surface close to condensation. A warmer surface holds less water.

At 400 K, with \(L\) and \(\Delta\) held constant, the saturation pressure is

\[
p_0(400\ \text{K})=27\,\exp\!\left[\frac{L}{k}\left(\frac1{300\ \text{K}}-\frac1{400\ \text{K}}\right)\right]\simeq2100\ \text{Torr},
\]

and \(c\simeq18\). The model coverage at 1 Torr is then 0.0086 molecules per site, against 0.67 at 300 K. Constant \(L\) overestimates \(p_0\) here: the actual value for water at 400 K is about 1840 Torr, which raises the coverage to about 0.010. Under the same assumptions, the mean at 1 Torr reaches two molecules per site only near 261 K. That is below freezing, where treating the upper layers as liquid is doubtful.

A real silica surface also has a range of site energies, and its neighbouring water molecules attract one another. With \(c=47.85\), the cohesion estimate moves the 300 K, 1 Torr coverage from 0.67 to about 1. With the value \(c=12.9\) found for stiffer vibrations, \(cx\) is below one, and cohesion with \(J=1.17\,kT\) would instead leave the surface nearly bare, with about 0.005 molecules per site on the strip. The isotherm gives the equilibrium amount during the dose. It does not say how much water remains after a finite purge, because that depends on desorption rates and gas transport.

**Q.** Then where would you trust the isotherm, and where not?

**A.** For this example I would use it only as a rough guide at intermediate pressures, where \(cx\) is well above one and the coverage is near one or two layers, with \(c\) treated as an effective constant. At 13.5 Torr the cohesion estimate changed the coverage by a factor of about two. At 1 Torr the result is not safe: stiffer vibrations alone lower \(cx\) from 1.77 to 0.48. Where \(cx<1\), cohesion can lower the coverage strongly, because an isolated molecule lacks the neighbours it would have in a complete layer. At \(c=12.9\) and 1 Torr the strip gives a reduction by a factor of about 60 for \(J=1.17\,kT\), but only about 5 for half that step energy, and \(J\) is only a rough estimate. I would not use it for film thickness near saturation, where at \(x=0.99\) it exceeds the stiff-film estimate by a factor of about 20. The divergence at \(p_0\) follows from unlimited stacks with liquid-like upper layers. The \(1/(1-x)\) rate of that divergence belongs to stacks that do not feel their neighbours.

## Calculated quantities

```
Temperature: 300 K; kT: 0.02585 eV
Saturation pressure, rough input: 27.0 Torr
First-layer excess binding, rough input: 0.10 eV
Site density, rough input: 5.0 1/nm^2
Molecular volume, rough input: 0.030 nm^3
Equivalent height of one layer: 0.150 nm
Binding ratio c: 47.85 (dimensionless)
Mean coverage one at p/p0 = 0.1263, p = 3.410 Torr
At 1.00 Torr: p/p0 = 0.0370
  mean = 0.6729, standard deviation = 0.5214 molecules/site
  bare fraction = 0.35204; density = 3.364 1/nm^2; thickness = 0.1009 nm
At 13.50 Torr: p/p0 = 0.5000
  mean = 1.9591, standard deviation = 1.4280 molecules/site
  bare fraction = 0.02047; density = 9.795 1/nm^2; thickness = 0.2939 nm
At 24.30 Torr: p/p0 = 0.9000
  mean = 9.9768, standard deviation = 9.4880 molecules/site
  bare fraction = 0.00232; density = 49.884 1/nm^2; thickness = 1.4965 nm
At 26.73 Torr: p/p0 = 0.9900
  mean = 99.9789, standard deviation = 99.4988 molecules/site
  bare fraction = 0.00021; density = 499.894 1/nm^2; thickness = 14.9968 nm
At 26.73 Torr, 1/(1-x) - 1/c: 99.9791 molecules/site
Cap of 20 layers, mean at saturation: 10.4890 molecules/site
Linear plot: slope 0.19582 nm^2, intercept 0.004179 nm^2
Linear plot: sites 5.0000 1/nm^2, c 47.85
Sizes of neglected effects:
Surface tension, rough input: 0.45 eV/nm^2
Lateral step energy: 0.0302 eV = 1.168 kT
Strip with lateral cohesion, 1 Torr: 0.9937 molecules/site
Strip with lateral cohesion, 13.5 Torr: 1.0054 molecules/site
Attraction constant, rough input: 0.06 eV
Stiff film at p/p0 = 0.90: 0.327 nm; BET: 1.497 nm
Stiff film at p/p0 = 0.99: 0.716 nm; BET: 14.997 nm
Independent stacks with attraction, p/p0 = 0.99: 100.643 molecules/site
Model vibration quanta, upper and first layer: 0.020, 0.030 eV
c with three stiffer first-layer vibrations: 12.93
Mean at 13.5 Torr with that c: 1.8565 molecules/site
Mean at 1 Torr with that c: 0.3450 molecules/site
Upper-layer binding deficit: 0.010 eV
  divergence moves to 39.75 Torr; mean at saturation 3.0966 molecules/site
Second virial coefficient, rough input: -1200 cm^3/mol
Nonideal-vapour change of x at 13.5 Torr: 0.087 %
Heat of vaporization, rough input: 0.45 eV
At 400 K: saturation 2095 Torr, c = 18.19
At 400 K and 1 Torr: mean 0.00862 molecules/site
```
